# Pair couplings from broken-symmetry energies: rank, residual and four-spin terms

## A perfect fit with a wrong coupling

Eleven unrestricted Hartree-Fock (UHF) energies of a five-centre cluster are fitted by a constant and ten pair couplings. The equations have full rank, and the largest residual is \(1.6\times10^{-14}\) mEh (millihartree). Yet \(J_{45}\) comes out as 0.175 mEh, whereas a fit to all sixteen collinear energies gives 0.028 mEh and leaves an rms residual of 0.050 mEh. The fit with the larger residual is the one whose pair couplings are not contaminated by four-spin terms in the UHF energies. To see why, one must ask which functions of the spin directions the chosen energies can distinguish.

## From collinear energies to linear equations

Let centre \(i\) carry spin \(S_i\), and let

\[
H=E_0+\sum_{i<j}J_{ij}\,\mathbf S_i\cdot\mathbf S_j ,
\]

so that \(J_{ij}>0\) is antiferromagnetic. A collinear configuration is a list of signs \(\sigma_i=\pm1\). Its product state has \(S_i^z=\sigma_iS_i\) on every centre. In this state \(\langle S_i^x\rangle=\langle S_i^y\rangle=0\), and expectation values on different centres factorize. Therefore

\[
E(\sigma)=E_0+\sum_{i<j}K_{ij}\sigma_i\sigma_j,\qquad K_{ij}=J_{ij}S_iS_j. \tag{1}
\]

The mapping assumption is that the energy of a broken-symmetry determinant may be equated with this expectation value. The determinant is not treated as an eigenstate of total spin. The assumption requires localized moments that keep their size when they are reversed, and the same charge state throughout.

Without a magnetic field, time reversal gives \(E(\sigma)=E(-\sigma)\). Spin-orbit coupling preserves this equality but adds anisotropic terms, which are not treated here. We therefore set \(\sigma_1=+1\), which leaves \(2^{N-1}\) distinct configurations for \(N\) centres. With \(M\) of them, let row \(c\) of the matrix \(X\) contain 1 and all products \(\sigma_i\sigma_j\) of configuration \(c\). It has

\[
P=1+\frac{N(N-1)}2
\]

columns. The vector \(b\) contains \(E_0\) and the \(K_{ij}\). Setting the derivative of \(|E-Xb|^2\) to zero gives

\[
X^{T}Xb=X^{T}E .
\]

Since \(v^TX^TXv=|Xv|^2\), the matrix \(X^TX\) is invertible if and only if no nonzero \(v\) satisfies \(Xv=0\). The couplings are thus unique if and only if \(\operatorname{rank}X=P\).

## The full set and the rank condition

On the full set, products over two different even subsets of centres are orthogonal. Their product contains the signs of those centres that belong to one subset but not both, because \(\sigma_i^2=1\). These centres are even in number and not zero, so at least one of them is not centre 1. Summing over its free sign gives zero. Hence \(X^TX=M\,\mathbf 1\), the rank is \(P\), and

\[
K_{ij}=\frac1M\sum_c\sigma_i\sigma_jE(\sigma),\qquad M=2^{N-1}. \tag{2}
\]

Three centres give four energies for four unknowns, so there is no residual to inspect. Four centres give eight energies for seven unknowns, and five give sixteen for eleven.

For a smaller set, counting is not enough. With \(N=5\), consider

\[
(\sigma_1+\sigma_2)(\sigma_3+\sigma_4)
=\sigma_1\sigma_3+\sigma_1\sigma_4+\sigma_2\sigma_3+\sigma_2\sigma_4 .
\]

It is nonzero only if \(\sigma_1=\sigma_2\) and \(\sigma_3=\sigma_4\), which holds for four of the sixteen configurations. On the other twelve, a common constant added to \(K_{13},K_{14},K_{23},K_{24}\) changes no energy. A singular-value calculation gives rank 10 for these twelve rows, although there are more rows than the eleven unknowns.

## What the residual can see

Suppose the energies also contain four-spin terms,

\[
E=Xb+Zq,
\]

where the columns of \(Z\) are the products \(\sigma_i\sigma_j\sigma_k\sigma_l\). For full-rank \(X\), put \(X^+=(X^TX)^{-1}X^T\). The fitted coefficients and the residual are

\[
\hat b=b+X^+Zq,\qquad r=(\mathbf 1-XX^+)Zq. \tag{3}
\]

A four-spin term can therefore go into the residual, into the fitted constant and pair couplings, or partly into both. On the full set \(X^TZ=0\), so the pairs are unbiased and \(r=Zq\). Orthogonality then gives

\[
q_{ijkl}=\frac1M\sum_c\sigma_i\sigma_j\sigma_k\sigma_l\,r_c,\qquad
\frac{|r|^2}{M}=\sum q_{ijkl}^2. \tag{4}
\]

For \(N=5\) the five quartets use up all five residual dimensions, so this set cannot test whether a model with pairs and quartets is sufficient. From \(N=6\) on, six-spin products also enter the residual.

The opening example used the ferromagnetic configuration and the ten configurations with two reversed spins. In this representation, where \(\sigma_1\) may be negative, the product of all five signs is \(+1\). The quartet that omits centre \(m\) therefore equals \(\sigma_m\). On these eleven configurations

\[
\sigma_m=\frac13+\frac23\sum_{j\ne m}\sigma_m\sigma_j
-\frac13\sum_{\substack{j<k\\ j,k\ne m}}\sigma_j\sigma_k . \tag{5}
\]

There are three cases to verify:

- No spin reversed: the sums are 4 and 6, and the right side is \(\tfrac13+\tfrac83-2=1\).
- Centre \(m\) and one other reversed: the sums are \(-2\) and 0, which gives \(\tfrac13-\tfrac43=-1\).
- Two others reversed: the sums are 0 and \(-2\), which gives \(\tfrac13+\tfrac23=1\).

Every quartet is thus a combination of fitted columns. Writing \(q^{(m)}\) for the coefficient of the quartet without \(m\), we read off the bias

\[
\delta K_{ij}=\frac23\left(q^{(i)}+q^{(j)}\right)-\frac13\sum_{m\ne i,j}q^{(m)} . \tag{6}
\]

The same recipe behaves differently for other \(N\). For \(N=4\) it gives four distinct configurations and rank 4, short of 7. For \(N=6\) it gives full rank 16, but the product of all six signs is \(+1\), so each pair product equals the product of the other four signs. Each \(K_{ij}\) then absorbs the coefficient of the complementary quartet.

## Which operators stay hidden

Even the full set sees operators only through their collinear expectation values. On four different centres, the three couplings

\[
L_1(\mathbf S_i\!\cdot\!\mathbf S_j)(\mathbf S_k\!\cdot\!\mathbf S_l)
+L_2(\mathbf S_i\!\cdot\!\mathbf S_k)(\mathbf S_j\!\cdot\!\mathbf S_l)
+L_3(\mathbf S_i\!\cdot\!\mathbf S_l)(\mathbf S_j\!\cdot\!\mathbf S_k)
\]

factorize as before and contribute

\[
q_{ijkl}=S_iS_jS_kS_l\,(L_1+L_2+L_3).
\]

Their sum is accessible, their separate values are not. If the sum vanishes, the residual vanishes although the Hamiltonian is not of Heisenberg form.

A biquadratic term \(B(\mathbf S_i\cdot\mathbf S_j)^2\) is hidden in another way. A parallel pair is an eigenstate of \(\mathbf S_i\cdot\mathbf S_j\) with eigenvalue \(S_iS_j\). For an antiparallel pair,

\[
\mathbf S_i\cdot\mathbf S_j|S_i,-S_j\rangle
=-S_iS_j|S_i,-S_j\rangle+\tfrac12S_i^-S_j^+|S_i,-S_j\rangle .
\]

The two vectors on the right are orthogonal, and the second has squared norm \(\tfrac14(2S_i)(2S_j)=S_iS_j\). Both cases are contained in

\[
\langle(\mathbf S_i\cdot\mathbf S_j)^2\rangle
=S_i^2S_j^2+\tfrac12S_iS_j(1-\sigma_i\sigma_j).
\]

The fitted \(J_{ij}\) is shifted by \(-B/2\), and no residual appears.

The three-centre operator \(\tfrac T2[(\mathbf S_i\cdot\mathbf S_j)(\mathbf S_j\cdot\mathbf S_k)+\text{reverse order}]\) also acts as a pair term. The transverse parts of its two factors change different pairs of centres and have no overlap. The longitudinal parts give \(T\sigma_i\sigma_kS_iS_kS_j^2\), so \(J_{ik}\) is shifted by \(TS_j^2\). Within the mapping assumption, a residual above the energy error signals terms that couple four or more centres. A vanishing residual does not prove that the Hamiltonian is of Heisenberg form.

## Errors of the energies

Let the energies have independent errors of standard deviation \(\varepsilon\). On the full set, (2) is a mean with weights \(\pm1\), so

\[
\Delta K_{ij}=\frac{\varepsilon}{\sqrt M},\qquad
\Delta J_{ij}=\frac{\varepsilon}{S_iS_j\sqrt M}.
\]

The matrix \(\mathbf 1-XX^+\) projects onto \(M-P\) dimensions, so noise alone gives an expected \(|r|^2=(M-P)\varepsilon^2\). For five spins ½, \(\Delta J_{ij}=\varepsilon\), and the root of the expected mean-square residual is \(\sqrt{5/16}\,\varepsilon=0.56\,\varepsilon\).

A shorter route to one coupling uses the ferromagnetic energy \(E(0)\), two single reversals and one double reversal. In

\[
D_{ij}=E(0)+E(ij)-E(i)-E(j),
\]

a product containing neither or just one of \(i,j\) cancels, and a product containing both is multiplied by 4. If no six-spin or higher terms are present,

\[
D_{ij}=4K_{ij}+4\sum_{k<l}q_{ijkl}. \tag{7}
\]

The noise in \(D_{ij}/4\) is \(\sqrt4\,\varepsilon/4=\varepsilon/2\), twice that of the sixteen-point fit. The four-spin bias does not shrink when the energies are converged further.

Convergence to an unintended solution is not random noise. If one energy on the full set is wrong by \(\delta\), then (2) and (4) shift every \(K_{ij}\) and every \(q_{ijkl}\) by \(\pm\delta/M\). A residual with equal magnitudes in all quartets is a reason to inspect the individual solutions.

## The algorithm

1. Choose configurations that are distinct under global reversal, and form \(X\).
2. Compute its singular values. If the rank is below \(P\), add configurations that change the null vectors' energies.
3. Form \((\mathbf 1-XX^+)Z\). A zero column marks a quartet that the residual cannot reveal. If the rank of this matrix is below the number of quartets, some combinations of quartets are hidden, even when no column is zero.
4. Converge each determinant and inspect its local moments.
5. Solve the least-squares problem, and set \(J_{ij}=K_{ij}/(S_iS_j)\).
6. Compare the residual with the energy error. On the full set, resolve it into quartets by (4).

## A source of four-spin terms

A half-filled Hubbard cluster, with one orbital per centre, gives UHF energies whose four-spin part can be derived. Let \(t_{ij}\) be real hoppings, \(h=-t\) the one-electron matrix with zero diagonal, and \(U\gg|t_{ij}|\) the on-site repulsion. With density matrices \(P_\uparrow,P_\downarrow\) and site populations \(n_{i\uparrow},n_{i\downarrow}\),

\[
E=\operatorname{tr}h(P_\uparrow+P_\downarrow)+U\sum_in_{i\uparrow}n_{i\downarrow}.
\]

Let \(A\) contain the up centres and \(B\) the down centres. The up orbitals, localized on \(A\) at zero hopping, acquire tails \(X_\uparrow\) on \(B\). Orthonormalization gives the blocks

\[
\begin{aligned}
P_{AA}&=\mathbf 1-X_\uparrow^TX_\uparrow+(X_\uparrow^TX_\uparrow)^2-\dots,\\
P_{BA}&=X_\uparrow-X_\uparrow X_\uparrow^TX_\uparrow+\dots,\\
P_{BB}&=X_\uparrow X_\uparrow^T-(X_\uparrow X_\uparrow^T)^2+\dots
\end{aligned}
\]

For down spin, \(A\) and \(B\) exchange roles. To second order the up-spin part is \(2\operatorname{tr}h_{AB}X_\uparrow+U\operatorname{tr}X_\uparrow^TX_\uparrow\). It is stationary at \(x=t_{BA}/U\), and the down tails are \(x^T\). Both spins together give

\[
E_2=-2U\operatorname{tr}x^Tx=-\frac2U\sum_{i\in A,\,j\in B}t_{ij}^2 .
\]

An antiparallel pair gains \(2t_{ij}^2/U\), and a parallel pair gains nothing. In (1) the difference is \(2K_{ij}\), so \(K_{ij}=t_{ij}^2/U\) and \(J_{ij}=4t_{ij}^2/U\) at leading order.

In third order the up part \(\operatorname{tr}h_{BB}xx^T-\operatorname{tr}h_{AA}x^Tx\) is cancelled by the down part. In fourth order there are three contributions. Write \(T_4=\operatorname{tr}(x^Tx)^2\), and let \(d_i\) be the diagonal elements of \(x^Tx\) on \(A\) and of \(xx^T\) on \(B\).

- The cubic part of \(P_{BA}\), with \(h_{AB}=-Ux^T\), gives \(2UT_4\) per spin, hence \(4UT_4\).
- The populations on each centre are \(1-d_i+\dots\) and \(d_i-\dots\). Their product gives \(-2UT_4-U\sum_id_i^2\).
- The second-order change \(y\) of the tails enters as \(U\operatorname{tr}y^Ty+2\operatorname{tr}y^TG\), with \(G=h_{BB}x-xh_{AA}\). Its minimum is \(-\operatorname{tr}G^TG/U\), equal for both spins.

Third-order changes of the tails drop out by stationarity. Thus

\[
E_4=U\Big(2T_4-\sum_id_i^2\Big)-\frac2U\operatorname{tr}G^TG. \tag{8}
\]

For a square with equal side hoppings \(t\), in units of \(t^4/U^3\):

- Ferromagnetic: \(E_4=0\).
- Alternating: \(T_4\) and \(\sum d_i^2\) both give 16, and \(G=0\), so \(E_4=16\).
- Two adjacent spins reversed, two configurations: \(2T_4=4\), \(\sum d_i^2=4\), \(G=0\), so \(E_4=0\).
- One spin reversed, four configurations: \(2T_4=8\), \(\sum d_i^2=6\), and the last term is \(-8\), so \(E_4=-6\).

The four-sign product is \(-1\) in the last class and \(+1\) otherwise. Hence \(q=[16+4\times6]/8=5\), that is, \(q=5t^4/U^3\).

For unequal hoppings, changing the sign of one orbital reverses all hoppings at that centre without changing the energy. A fourth-order term involving four centres must therefore contain each centre twice. It is a closed four-cycle or a product \(t_{ij}^2t_{kl}^2\). The latter would also be present for two separate pairs, whose energies add, so it cannot contribute to \(q\). Summing over the three possible cycles,

\[
q_{ijkl}\simeq\frac5{U^3}\left(t_{ij}t_{jk}t_{kl}t_{li}
+t_{ij}t_{jl}t_{lk}t_{ki}+t_{ik}t_{kj}t_{jl}t_{li}\right). \tag{9}
\]

## The five-centre cluster

The model parameters are \(U=400\) mEh and, in mEh, \(t_{12}=30\), \(t_{23}=28\), \(t_{34}=26\), \(t_{14}=24\), \(t_{15}=20\), \(t_{35}=18\), \(t_{24}=12\). The other hoppings vanish. Each UHF calculation starts from fully polarized sites and is iterated to self-consistency. The smallest local moment over all sixteen solutions is 0.488, close to ½.

The eight energies with \(\sigma_1\sigma_2=+1\) sum to \(-58.379\) mEh, and the other eight to \(-93.985\) mEh. With \(S_1S_2=\tfrac14\), (2) gives

\[
J_{12}=\frac4{16}\,(-58.379+93.985)=8.902\ \text{mEh}.
\]

The leading value is \(4\times30^2/400=9.000\) mEh, so the fitted coupling is 1.1% below it. The full set of couplings, in mEh, is:

| Pair | Fitted \(J\) | \(4t^2/U\) |
|---|---:|---:|
| 12 | 8.902 | 9.000 |
| 13 | 0.051 | 0 |
| 14 | 5.687 | 5.760 |
| 15 | 3.944 | 4.000 |
| 23 | 7.746 | 7.840 |
| 24 | 1.491 | 1.440 |
| 25 | 0.038 | 0 |
| 34 | 6.685 | 6.760 |
| 35 | 3.188 | 3.240 |
| 45 | 0.028 | 0 |

Pairs without direct hopping acquire small couplings through intermediate centres.

The residual gives \(q_{1234}=0.0408\), \(q_{1235}=0.0236\) and \(q_{1345}=0.0175\) mEh. For the first, (9) predicts \(5\times30\times28\times26\times24/400^3=0.0410\) mEh. The quartets 1245 and 2345 contain no closed four-cycle, and their coefficients are only 0.0005 mEh. The root sum of squares is the rms residual, 0.050 mEh. Random errors would need \(\varepsilon\approx0.050/0.56=0.09\) mEh to produce it, far above the convergence error of these calculations.

Equation (6) now explains the opening discrepancy. The quartets without centres 4 and 5 are 1235 and 1234, and the other three coefficients sum to 0.0185 mEh. Thus

\[
\delta J_{45}=4\left[\tfrac23(0.0236+0.0408)-\tfrac13(0.0185)\right]
=0.147\ \text{mEh},
\]

which raises 0.028 to 0.175 mEh. The four-energy formula is also biased. It gives \(J_{12}=9.161\) mEh, above the full fit by 0.260 mEh, which is four times the sum of the three quartet coefficients containing centres 1 and 2.

## The error that no fit removes

A fit can represent the UHF energies well while UHF itself misses electron correlation. The uniform square shows the size of this error. Exact diagonalization gives the low-energy states of the Hubbard model. Projecting them on singly occupied configurations and orthonormalizing symmetrically defines an effective spin Hamiltonian, whose diagonal elements replace the UHF energies in the fit. Extrapolation from \(U/t=50\) and 100 yields these coefficients of \(t^4/U^3\):

| Quantity | UHF | Exact diagonalization |
|---|---:|---:|
| Side \(J-4t^2/U\) | −8 | −20 |
| Diagonal \(J\) | 8 | 4 |
| \(q\) | 5 | 5 |

For this square, UHF gives the correct four-spin coefficient at fourth order, but not the pair corrections. At the parameters of the five-centre cluster higher orders matter as well: exact diagonalization gives \(q_{1234}=0.0355\) mEh against 0.0408 mEh from UHF, and \(J_{12}=8.763\) mEh against 8.902 mEh, an error as large as the four-spin bias of the eleven-point fit. On the full set, the residual therefore measures how well the spin model describes the UHF energies. It does not measure how close the resulting \(J_{ij}\) are to those of the correlated system.
